Numerical propagation of the Jaynes–Cummings model: truncation, splitting and Krylov errors, part 2

A two-level emitter (|e⟩, |g⟩, frequency ω_a) is coupled to one cavity mode (ω_c) in the rotating-wave approximation, in Hartree atomic units (ħ = 1). The excitation number N = a†a + σ₊σ₋ is conserved; its eigenspaces (blocks) are spanned by |e,N−1⟩ and |g,N⟩, or by |g,0⟩ alone.

H = ω_c(N − ½) + V,  V = A + B,  A = dσ_z,  d = Δ/2,  Δ = ω_a − ω_c,

with B = g(aσ₊ + a†σ₋). The rotating frame drops the ω_c phase. In a block, V = dσ_z + bσ_x, with b = g√N, Ω = √(d² + b²) and n the direction of (d, b). The exact propagator is known in closed form.

The start is |e⟩|α⟩, with λ = α², Poisson weights p_n and tail T_k = Σ_{n≥k} p_n. Errors ε are 2-norms of state differences; W = ⟨σ_z⟩ is the inversion, with error at most 2ε in general.

Example: ω_c = 0.1 E_h, g = 0.001 E_h, Δ = 0.002 E_h, λ = 16, t = 25000 au; exactly, W(t) = −0.01546373.

Keeping photon numbers 0 to M strips |e,M⟩ (the orphan) of its partner. At all times ε² ≤ 4p_M + T_{M+1}, while W errs only at order ε². The geometric tail bound is T_k ≤ p_k (k+1)/(k+1−λ). For ε = 10⁻⁸, M = 61; the error at t, against the closed form on 150 photons, is 5.04×10⁻⁹.

The Fock (Strang) splitting takes n steps τ = t/n:

S(τ) = e^{−iAτ/2} e^{−iBτ} e^{−iAτ/2}.

It conserves block weights, is exact at Δ = 0, and its error is independent of ω_c. It adds (δ_z, δ_x) = τ²(−db²/3, d²b/6) to (d, b). For Ωτ ≪ 1 and κtτ² ≪ 1,

ε_S² = τ⁴ Σ_n p_n[(κt)² + χ² sin²Ωt] ≡ (Cτ²)²,  κ = d²b²/(6Ω),

at N = n + 1; χ is the axis-tilt term. For every τ, a double-commutator bound, resting on the cancellation of linear terms in the defect R of iS′ = (V + R)S, gives

ε_S ≤ C_b τ²,  C_b = t [Σ_n p_n(d²b/6 + |d|b²/3)²]^{1/2}.

The two terms are the magnitudes of δ_x and δ_z: the bound lets the whole correction accumulate, whereas only its projection on n does, and in that projection the two parts have opposite sign.

In the example C = 1.673×10⁻⁵ au⁻² and C_b = 1.626×10⁻⁴ au⁻², a factor 9.7 larger. The single block N = 17 accounts for C: κt = 10⁻⁶ × 17×10⁻⁶ × 25000/(6 × 0.00424264) = 1.67×10⁻⁵. The measured errors against the 150-photon reference are:

steps 50, τ = 500 au: error 1.15, leading formula 4.18
steps 500, τ = 50 au: 4.196×10⁻², formula 4.182×10⁻²
steps 1000, τ = 25 au: 1.0463×10⁻², formula 1.0454×10⁻²
steps 4000, τ = 6.25 au: 6.5341×10⁻⁴, formula 6.5337×10⁻⁴

With 50 steps Ωτ is about 2 and the formula is outside its regime; two unit vectors cannot differ by more than 2. The program asserts the rigorous bound for all these runs, 1% agreement with the formula from 1000 steps up, and the same agreement in a run of 300 au, where the tilt term is the larger one. For a target of 10⁻⁶ with a 1% margin, n = 1.01 × 25000 × √(1.67263×10⁻⁵/10⁻⁶) = 103267 steps of 0.2421 au, and the error is 9.80×10⁻⁷. Sizing the step from C_b would have taken √9.7 ≈ 3.1 times as many. The inversion comes out as −0.01546463, off by 9.0×10⁻⁷ in absolute terms. This is first order in ε_S, unlike the truncation case: the phase error sits in the heavily populated blocks, so only the general estimate 2ε applies.

Splitting on a quadrature grid

A splitting that uses no part of the solution is obtained from the quadratures, a = (x + ip)/√2, p = −i d/dx, and σ₊ = (σ_x + iσ_y)/2. Then

aσ₊ = [xσ_x − pσ_y + i(xσ_y + pσ_x)]/(2√2),

and adding the adjoint doubles the first pair and cancels the second, each product being Hermitian:

B = (g/√2)(xσ_x − pσ_y).

Take A′ = dσ_z + (g/√2)xσ_x and B′ = −(g/√2)pσ_y. At each grid point A′² = d² + g²x²/2 ≡ r², so e^{−iA′τ/2} = cos(rτ/2) − iA′ sin(rτ/2)/r. At each momentum e^{−iB′τ} = cos ϑ + iσ_y sin ϑ with ϑ = gpτ/√2, a real rotation applied between a fast Fourier transform and its inverse. The state |e,61⟩ has its classical turning point at √(2×61 + 1) ≈ 11 in both x and p. A grid of 128 points with spacing 0.21875 covers |x| ≤ 14 and |p| ≤ π/0.21875 ≈ 14.4, and the program asserts that the oscillator functions up to n = 61 are orthonormal on it to 10⁻¹⁰.

The price is the symmetry. In ladder operators,

xσ_x/√2 = ½(aσ₊ + a†σ₋) + ½(aσ₋ + a†σ₊),  −pσ_y/√2 = ½(aσ₊ + a†σ₋) − ½(aσ₋ + a†σ₊).

Each factor holds counter-rotating terms that change N by ±2 and cancel only in the sum. The commutator does not vanish at resonance: σ_xσ_y = iσ_z = −σ_yσ_x gives [xσ_x, pσ_y] = iσ_z(xp + px), and xp + px = i(a†² − a²). The scheme is therefore inexact at Δ = 0, it conserves only the parity (−1)^N, and the argument that removed ω_c from the Fock splitting fails, so the error now depends on how the ω_c term is treated (dividing ω_c a†a into its non-commuting x² and p² parts, the natural choice on a grid, puts ω_c into the error); the runs below drop the ω_c phase before splitting. The cancellation of the linear term in the defect holds for any A′ and B′, which makes the scheme second order, but the double commutators are cubic in x and p and unbounded, and without blocks to confine them the norm bound above gives no useful constant. The order is therefore measured. The error is 1.916×10⁻³ with 4000 steps and 4.789×10⁻⁴ with 8000, a ratio of 4.00. At Δ = 0 it is 1.61×10⁻³ with 4000 steps, comparable to the detuned value, in a case where the Fock splitting is exact. The summed absolute change of the block weights is 1.18×10⁻⁴ and 2.95×10⁻⁵, again a ratio of 4.0, against less than 10⁻¹⁰ asserted for the Fock scheme. The drift scales as τ² and not τ⁴ because the leaked amplitude δ arrives in blocks already holding an amplitude c, and |c + δ|² − |c|² is linear in δ. The inversion, −0.016835 and −0.015807, misses the exact value by 1.37×10⁻³ and 3.4×10⁻⁴.

At 4000 steps the grid error is 2.9 times the Fock error; this ratio belongs to the chosen detuning, and it grows without limit as Δ → 0, where the Fock error vanishes and the grid error does not. Extrapolating the τ² law, a run that was not carried out, 10⁻⁶ needs 8000 × √(4.789×10⁻⁴/10⁻⁶) = 1.75×10⁵ steps. At Δ ≠ 0 both splittings follow the same ε^{−1/2} law; respecting the symmetry keeps the block weights exact and removes ω_c from the error, but does not raise the order.

Krylov propagation

The slow law comes from the fixed order. A Krylov method raises the order instead. From a unit vector q₁, the Lanczos process orthonormalises q₁, Vq₁, V²q₁, and so on: w = Vq_j is stripped of its components along all earlier q, then β_j = ‖w‖ and q_{j+1} = w/β_j. For i < j − 1, ⟨q_i|Vq_j⟩ = ⟨Vq_i|q_j⟩ = 0, because Vq_i lies in the span of q₁ to q_{i+1}. The projected matrix Λ_m = Q_m†VQ_m, with Q_m = (q₁ … q_m), is thus tridiagonal, with α_j = ⟨q_j|V|q_j⟩ on the diagonal and β_j beside it, and

VQ_m = Q_mΛ_m + β_m q_{m+1} e_mᵀ.

In floating point the short recurrence can lose orthogonality as m grows, so as a precaution the program subtracts all earlier components, twice. The approximation is

e^{−iVτ}q₁ ≈ y(τ) = Q_m e^{−iΛ_mτ} e₁,

which has unit norm because Λ_m is Hermitian and Q_m has orthonormal columns.

It reproduces polynomials. Suppose V^j q₁ = Q_mΛ_m^j e₁. Applying V gives Q_mΛ_m^{j+1}e₁ + β_m q_{m+1}(e_mᵀΛ_m^j e₁). A tridiagonal matrix moves an index by at most one per power, so the bracket vanishes for j ≤ m − 2. By induction π(V)q₁ = Q_m π(Λ_m)e₁ for every polynomial π of degree below m; the program asserts this for m = 5, together with its failure at degree 5. The eigenvalues of the truncated V are ±Ω_N for N = 1 to M, and ±d, so they lie in [−ρ, ρ] with

ρ = √(d² + g²M),

and those of Λ_m lie there too, being expectation values of V in unit vectors. Subtracting the polynomial identity, with F(x) = e^{−ixτ},

‖e^{−iVτ}q₁ − y‖ ≤ ‖(F − π)(V)q₁‖ + ‖(F − π)(Λ_m)e₁‖ ≤ 2 max_{|x|≤ρ}|F − π|.

A good π comes from the Bessel functions, defined by exp[(z/2)(w − 1/w)] = Σ_k J_k(z)w^k. The left side is unchanged under w → −1/w, so J_{−k} = (−1)^kJ_k. Putting w = −ie^{iϑ} gives w − 1/w = −2i cos ϑ, and pairing k with −k gives the Jacobi–Anger expansion

e^{−iz cos ϑ} = J₀(z) + 2Σ_{k≥1}(−i)^k J_k(z) cos kϑ.

With x = ρ cos ϑ and z = ρτ, cos kϑ is the Chebyshev polynomial of degree k in x/ρ, bounded by 1. Keeping k < m leaves a remainder of at most 2Σ_{k≥m}|J_k|, so

ε_K ≤ 4Σ_{k≥m}|J_k(ρτ)| ≤ 4Σ_{k≥m}(ρτ/2)^k/k!.

The second inequality needs |J_k(z)| ≤ (z/2)^k/k!. Multiplying the series of e^{zw/2} and e^{−z/(2w)} gives J_k = (z/2)^k Σ_j(−z²/4)^j/[j!(j+k)!]. Let I_{j,k} = ∫₀^π cos^{2j}ϑ sin^{2k}ϑ dϑ. Integration by parts gives (2k+1)I_{j+1,k} = (2j+1)I_{j,k+1}, and I_{j,k+1} = I_{j,k} − I_{j+1,k}, so I_{j+1,k}/I_{j,k} = (2j+1)/(2j+2k+2). The product of these ratios is I_{j,k}/I_{0,k} = (2j)! k!/[4^j j!(j+k)!]. The average of cos(z cos ϑ) = Σ_j(−1)^j z^{2j}cos^{2j}ϑ/(2j)! with the positive weight sin^{2k}ϑ is therefore k!Σ_j(−z²/4)^j/[j!(j+k)!], which is J_k divided by (z/2)^k/k!; an average of a cosine is at most 1 in magnitude. The factorial form shows that the error falls faster than any geometric law once m is well above ρτ.

The bound also shows what goes wrong with the laboratory-frame matrix. The Krylov space is unchanged by a constant shift of H, so the relevant ρ is the half-width of the spectrum, about ω_c(M + 1)/2 = 3.1 E_h, in place of ρ = √(1 + 61) g = 0.007874 E_h. A polynomial in H must then reproduce the phases e^{−iω_cNτ}, which are known. For τ = 10 au the argument of the Bessel functions is about 31 in place of 0.079. The bound gives sufficient dimensions only, so the need is measured: the error drops below 10⁻⁸ at m = 4 in the rotating frame and at m = 46 in the laboratory frame. Here the removal of ω_cN, which the Fock splitting does not notice, is decisive.

A sharper estimate uses quantities the process has already produced. By the Lanczos relation, iy′ = Q_mΛ_m e^{−iΛ_m s}e₁ = Vy − β_mγ(s)q_{m+1}, with γ(s) = e_mᵀe^{−iΛ_m s}e₁. The error η = e^{−iVs}q₁ − y then obeys iη′ = Vη + β_mγ q_{m+1} with η(0) = 0, so η(τ) = −iβ_m∫₀^τ e^{−iV(τ−s)}q_{m+1}γ(s)ds, and unitarity gives

ε_K ≤ β_m ∫₀^τ |γ(s)| ds.

For one step of τ = 1000 au (ρτ = 7.87) the error, this a posteriori bound, the Bessel bound and the factorial bound are:

m = 8: 1.09×10⁻², 1.24×10⁻², 1.67, 9.7
m = 12: 1.07×10⁻⁴, 1.14×10⁻⁴, 4.9×10⁻², 0.16
m = 16: 3.40×10⁻⁷, 3.54×10⁻⁷, 3.3×10⁻⁴, 8.3×10⁻⁴
m = 20: 4.86×10⁻¹⁰, 5.01×10⁻¹⁰, 7.7×10⁻⁷, 1.6×10⁻⁶

All three bounds are asserted for m = 2 to 30, above a rounding floor of 10⁻¹³. The a posteriori bound exceeds the error by 14% at m = 8 and 3% at m = 20. At leading order γ(s) = (−is)^{m−1}β₁⋯β_{m−1}/(m−1)!, the first power of Λ_m that connects e₁ to e_m, so at this order the fraction 1 − (1 − 1/m)^m of the integral, at least 63%, comes from the last τ/m before s = τ, and e^{−iV(τ−s)} has less time to turn there as m grows; this heuristic argument agrees with the trend. The Bessel bound is too large by a factor of about 150 at m = 8 and 1600 at m = 20. The conjectured reason, not tested, is that it treats all of [−ρ, ρ] alike, while the state has its weight near ±0.0042 E_h and amplitudes of order 10⁻⁸ at ±ρ.

For the whole interval, ρt = 196.85, and the time is cut into K substeps. The Lanczos map is not linear in its starting vector, but each substep can be written v_{j+1} = U₁v_j + η_j with U₁ the exact unitary substep, so v_K − U₁^K v₀ = Σ_j U₁^{K−1−j}η_j, and the total error is at most Σ_j‖η_j‖; norm conservation keeps ‖v_j‖ ≤ 1, so the one-step bounds apply throughout. With m = 30, the smallest K for which K times the Bessel bound, plus the truncation allowance 10⁻⁸, stays under 10⁻⁶ is K = 15: τ = 1666.7 au, ρτ = 196.85/15 = 13.12, and 15 × 30 = 450 applications of V. The a priori bound is then 2.27×10⁻⁷. The propagation error, relative to the closed form in the same truncated space, is 9.89×10⁻¹¹, under an accumulated a posteriori bound of 1.04×10⁻¹⁰. Against the 150-photon reference the error is 5.044×10⁻⁹. The truncation error lies in blocks above M, and the propagation error in blocks up to M apart from its component on the orphan, so the two should add nearly in quadrature; √(5.043² + 0.099²) = 5.044 agrees. The inversion is −0.01546373, equal to the closed form in all eight decimals. The run overshoots its target by a wide margin and is limited by the cutoff.

The scheme that results, and how far the comparison reaches

The repairs combine into one procedure: remove ω_c(N − ½) and restore its phase at the end; take M from 4p_M + T_{M+1} ≤ ε² with the geometric bound for the tail; propagate with Lanczos substeps and monitor β_m∫|γ|ds. Sizing K from the a posteriori bound would allow longer substeps than the 15 used here, since that bound is some 2000 times below the a priori one in this run.

The ratio 103267/450 = 229 counts applications of an operator that touches each amplitude a fixed number of times. It is not a ratio of running times: each Lanczos vector is also orthogonalised against up to 30 others, and no timing was measured. The ratio depends on the target, since the Strang count scales as ε^{−1/2} and the Lanczos count, by the factorial bound, far more slowly. At an error of 1.05×10⁻², 1000 Strang steps suffice, and at Δ = 0 a single one is exact. It also depends on the small size of the problem. The initial state overlaps 2M + 1 = 123 eigenvectors, all but |g,0⟩, so in exact arithmetic one Krylov space of that dimension is exact for any t, with fewer than 450 applications; the substepped result is itself a polynomial in V, of degree at most 15 × 29, acting on the initial state, and what substepping limits is the number of stored vectors and the orthogonalisation work, both of which grow with m. For the model as written, the closed form costs one pass over 124 amplitudes and needs neither method.

The results rest on the conservation of N to different degrees. The Lanczos bounds and the double-commutator bound for the Strang step hold for any bounded, time-independent Hermitian operators. A time-dependent detuning Δ(t) keeps the blocks, so the inequality ε² ≤ 4p_M + T_{M+1} and the removal of ω_c survive, while the closed form does not. Counter-rotating terms, a drive on the mode or photon loss couple the blocks, and the time-uniform truncation bound derived here no longer applies; counter-rotating terms and a drive can carry population up to the cutoff during the evolution. In the rotating frame a → e^{−iω_c t}a and σ₋ → e^{−iω_c t}σ₋, so counter-rotating terms acquire factors e^{±2iω_c t}, a drive of the form a e^{iω_d t} plus its adjoint acquires e^{±i(ω_d − ω_c)t}, and a loss term, in which a and a† appear in pairs, is unchanged.

The numerical check, with its output, contains the tests named above and prints the numbers used.

Numbers as computed

```
wc = 0.1 Eh
g = 0.001 Eh
Delta = 0.002 Eh
lambda = 16
t = 25000 au
wc = 2.7211 eV, g = 27.211 meV, t = 604.72 fs
Omega(N=lambda+1) = 0.00424264 Eh
revival estimate = 26657 au = 644.8 fs; max of W at 26730 au
W(t) closed form = -0.01546373
M=30: p_M = 5.6393e-04, T_(M+1) = 5.6726e-04
M=30: max err^2 = 2.8104e-03, bound = 2.8230e-03
M=30: max |dW| = 1.5814e-03, bound = 1.6951e-03
k=30: T = 1.1312e-03, geometric 1.1655e-03, Chernoff 7.7640e-03, Bernstein 8.7217e-03
eps = 1e-08, L = 38.2277; M: exact 61, geometric 61, Chernoff 63, Bernstein 66
M=61: truncation err(t) = 5.043e-09, bound = 5.219e-09
Strang err/tau^2: leading 1.67263e-05, rigorous bound 1.62617e-04 au^-2
Fock Strang steps 50, tau 500 au: err 1.1511e+00, leading 4.1816e+00
Fock Strang steps 500, tau 50 au: err 4.1955e-02, leading 4.1816e-02
Fock Strang steps 1000, tau 25 au: err 1.0463e-02, leading 1.0454e-02
Fock Strang steps 4000, tau 6.25 au: err 6.5341e-04, leading 6.5337e-04
Fock Strang steps 103267, tau 0.2421 au: err 9.8031e-07, leading 9.8029e-07
W(t) Fock Strang = -0.01546463
grid: 128 points, dx = 0.21875
grid split steps 4000: err 1.9157e-03, block-weight drift 1.1809e-04, W -0.016835
grid split steps 8000: err 4.7889e-04, block-weight drift 2.9519e-05, W -0.015807
grid split Delta=0, 4000 steps: err 1.6111e-03
grid steps for 1e-06, tau^2 extrapolation = 1.751e+05
rho = 0.00787401 Eh
rho*t = 196.85
Lanczos tau=1000 au m=8: err 1.089e-02, post 1.238e-02, Bessel 1.667e+00, factorial 9.734e+00
Lanczos tau=1000 au m=12: err 1.068e-04, post 1.141e-04, Bessel 4.894e-02, factorial 1.641e-01
Lanczos tau=1000 au m=16: err 3.398e-07, post 3.544e-07, Bessel 3.286e-04, factorial 8.250e-04
Lanczos tau=1000 au m=20: err 4.863e-10, post 5.011e-10, Bessel 7.686e-07, factorial 1.616e-06
m for err<1e-8, tau=10 au: rotating frame 4, lab frame 46
Lanczos m=30: substeps 15, tau 1666.7 au, rho*tau 13.123, matvecs 450
propagation err 9.890e-11, post sum 1.035e-10, a priori 2.268e-07
total err vs 150 photons 5.044e-09, W(t) Lanczos = -0.01546373
Fock Strang steps / Lanczos matvecs = 229.482
```
